# Largest Reaction Driving Force at an Ideal Contact Between Two Phases: a numerical check

```python
"""
Result under test: for two reactants A and B in ideal contact, the largest
energy release per atom of reacting mixture is
    R* = max_x R(x),  R(x) = x E_A + (1-x) E_B - e(x c_A + (1-x) c_B),
with x the atom fraction of A, c atomic-fraction vectors, E energies per atom
and e the convex-hull energy. It also equals
    min_mu max(E_A - mu.c_A, E_B - mu.c_B)  with mu.c_j <= E_j for all phases j.
Model elements: M (metal), Q (semiconductor), X (oxidant). Energies in eV,
relative to the elements; lengths in angstrom.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import linprog
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def make_hull(comps, energies):
    """Hull energy by explicit enumeration of all triples of products."""
    triples = [t for t in combinations(range(len(comps)), 3)
               if abs(np.linalg.det(comps[list(t)])) > 1e-6]
    inverses = np.array([np.linalg.inv(comps[list(t)].T) for t in triples])
    triple_energies = np.array([energies[list(t)] for t in triples])

    def hull(points):
        points = np.atleast_2d(points)
        weights = np.einsum("tij,nj->nti", inverses, points)
        total = np.einsum("nti,ti->nt", weights, triple_energies)
        total[np.any(weights < -1e-9, axis=2)] = np.inf
        best = np.argmin(total, axis=1)
        return total[np.arange(len(points)), best], [triples[b] for b in best]
    return hull


def joint_optimum(comps, energies, cA, EA, cB, EB, x_range=(0, 1)):
    """Linear programme over mixing fraction and product amounts together."""
    cost = np.concatenate(([-(EA - EB)], energies))
    balance = np.column_stack((-(cA - cB), comps.T))
    res = linprog(cost, A_eq=balance, b_eq=cB, method="highs",
                  bounds=[x_range] + [(0, None)] * len(comps))
    assert res.status == 0
    return EB - res.fun, res.x[0], res.x[1:]


def potential_minimax(comps, energies, cA, EA, cB, EB):
    """Smallest upper bound on the release from chemical potentials."""
    rows = np.vstack((np.column_stack((comps, np.zeros(len(comps)))),
                      np.append(-cA, -1.0), np.append(-cB, -1.0)))
    res = linprog([0, 0, 0, 1], A_ub=rows, b_ub=np.append(energies, [-EA, -EB]),
                  bounds=[(None, None)] * 4, method="highs")
    assert res.status == 0
    return res.fun, res.x[:3]


def best_pair_crossing(comps, energies, cA, EA, cB, EB):
    """Largest release among reactions to two products crossing line AB."""
    best = (-np.inf, None)
    for j, k in combinations(range(len(comps)), 2):
        matrix = np.column_stack((cA - cB, comps[k] - comps[j]))[:2]
        if abs(np.linalg.det(matrix)) < 1e-10:
            continue
        x, lam = np.linalg.solve(matrix, (comps[k] - cB)[:2])
        if -1e-9 <= x <= 1 + 1e-9 and -1e-9 <= lam <= 1 + 1e-9:
            release = (x * EA + (1 - x) * EB
                       - lam * energies[j] - (1 - lam) * energies[k])
            if release > best[0]:
                best = (release, x)
    return best


# ---------------- model system ----------------
names = ["M", "Q", "X", "MX2", "QX2", "MQ", "MQ2", "MQX4"]
counts = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 0, 2],
                   [0, 1, 2], [1, 1, 0], [1, 2, 0], [1, 1, 4]], float)
formula_energy = np.array([0, 0, 0, -9.0, -8.4, -1.3, -1.5, -18.0])
atoms = counts.sum(axis=1)
comps = counts / atoms[:, None]
energies = formula_energy / atoms
iA, iB = names.index("MX2"), names.index("Q")
cA, EA, cB, EB = comps[iA], energies[iA], comps[iB], energies[iB]
hull = make_hull(comps, energies)

print("Formation energies: eV per formula unit, eV per atom")
for i in range(3, len(names)):
    print(f"  {names[i]:5s} {formula_energy[i]:8.2f} {energies[i]:9.4f}")
own_hull, _ = hull(comps)
assert np.allclose(own_hull, energies, atol=1e-10)  # every phase is stable

grid = np.linspace(0, 1, 3601)
line = grid[:, None] * cA + (1 - grid[:, None]) * cB
release = grid * EA + (1 - grid) * EB - hull(line)[0]
second = release[2:] - 2 * release[1:-1] + release[:-2]
assert np.all(second < 1e-10)                      # concave
kinks = np.where(second < -1e-7)[0] + 1
assert np.sum(np.abs(second) > 1e-10) == len(kinks)  # linear between kinks


def reaction_text(x, amounts):
    scale = x / atoms[iA]
    parts = [f"{amounts[j] / atoms[j] / scale:.3f} {names[j]}"
             for j in range(len(names)) if amounts[j] > 1e-7]
    return (f"MX2 + {(1 - x) / atoms[iB] / scale:.3f} Q -> "
            + " + ".join(parts))


print("Kinks: atom fraction x of MX2, release R (eV/atom), reaction")
for k in kinks:
    value, x_fixed, amounts = joint_optimum(
        comps, energies, cA, EA, cB, EB, (grid[k], grid[k]))
    assert abs(value - release[k]) < 1e-7
    assert np.sum(amounts > 1e-6) <= 2
    print(f"  {grid[k]:.4f} {release[k]:.4f} {reaction_text(grid[k], amounts)}")

R_star, x_star, products = joint_optimum(comps, energies, cA, EA, cB, EB)
R_pair, x_pair = best_pair_crossing(comps, energies, cA, EA, cB, EB)
R_dual, mu_star = potential_minimax(comps, energies, cA, EA, cB, EB)
assert abs(R_star - release.max()) < 1e-7
assert abs(x_star - grid[np.argmax(release)]) < 1e-6
assert abs(R_star - R_pair) < 1e-7 and abs(x_star - x_pair) < 1e-6
assert abs(R_star - R_dual) < 1e-7
assert products[iA] < 1e-7 and products[iB] < 1e-7  # no reactant left over
print(f"Largest release R*: {R_star:.4f} eV/atom")
print(f"Largest release R*: {R_star / HARTREE_EV:.6f} hartree/atom")
print(f"Optimal atom fraction x* of MX2: {x_star:.4f}")

# Potentials of the two facets beside the optimum, mixed to zero slope.
facet_mu, slopes = [], []
for side, shift in (("left", -0.01), ("right", 0.01)):
    x = x_star + shift
    _, facet = hull(x * cA + (1 - x) * cB)
    members = list(facet[0])
    mu = np.linalg.solve(comps[members], energies[members])
    facet_mu.append(mu)
    slopes.append(EA - EB - mu @ (cA - cB))
    print(f"Facet {side}: {', '.join(names[m] for m in members)};"
          f" slope of R {slopes[-1]:.4f} eV/atom")
    print("  mu_M, mu_Q, mu_X (eV): " + ", ".join(f"{m:.4f}" for m in mu))
w_left = -slopes[1] / (slopes[0] - slopes[1])
mu_mixed = w_left * facet_mu[0] + (1 - w_left) * facet_mu[1]
assert np.allclose(mu_mixed, mu_star, atol=1e-6)
assert abs(EA - mu_mixed @ cA - R_star) < 1e-7
assert abs(EB - mu_mixed @ cB - R_star) < 1e-7
print(f"Weight of left facet: {w_left:.4f}")
print("Optimal mu_M, mu_Q, mu_X (eV): "
      + ", ".join(f"{m:.4f}" for m in mu_mixed))

# Role of the ternary phase.
keep = [i for i, n in enumerate(names) if n != "MQX4"]
R_binary, x_binary, _ = joint_optimum(comps[keep], energies[keep],
                                      cA, EA, cB, EB)
assert R_binary < R_star - 1e-3
print(f"Without MQX4: R* {R_binary:.4f} eV/atom at x {x_binary:.4f}")

# A contact whose tie line lies on the hull has no driving force.
i1, i2 = names.index("MQX4"), names.index("MQ2")
R_stable = joint_optimum(comps, energies, comps[i1], energies[i1],
                         comps[i2], energies[i2])[0]
assert abs(R_stable) < 1e-7
print(f"Contact MQX4 | MQ2: R* {abs(R_stable):.4f} eV/atom")

# Metastable reactant A.
delta = 0.10
R_meta, x_meta, _ = joint_optimum(comps, energies, cA, EA + delta, cB, EB)
shifted = release + delta * grid
assert abs(R_meta - shifted.max()) < 1e-7
assert abs(x_meta - grid[np.argmax(shifted)]) < 1e-6
print(f"MX2 raised by {delta:.2f} eV/atom: R* {R_meta:.4f} eV/atom"
      f" at x {x_meta:.4f}")
print(f"  own relaxation {delta * x_meta:.4f}, mutual reaction"
      f" {R_meta - delta * x_meta:.4f} eV/atom")
threshold = (release[-2] - release[-1]) / (grid[-1] - grid[-2])
x_below = joint_optimum(comps, energies, cA, EA + threshold - 0.01, cB, EB)[1]
x_above = joint_optimum(comps, energies, cA, EA + threshold + 0.01, cB, EB)[1]
assert x_below < 0.99 and x_above > 1 - 1e-7
print(f"Raise beyond which the optimum is x = 1: {threshold:.4f} eV/atom")

# Other normalisation: per formula unit of reactants.
per_formula = release / (grid / atoms[iA] + (1 - grid) / atoms[iB])
k_formula = np.argmax(per_formula)
assert k_formula in kinks and abs(grid[k_formula] - x_star) > 0.01
print(f"Per reactant formula unit: {per_formula[k_formula]:.4f} eV"
      f" at x {grid[k_formula]:.4f}")

# Release per atom of A never increases with x; excess B gives its maximum.
per_A = release[1:] / grid[1:]
assert np.all(np.diff(per_A) < 1e-8)
_, rich_facet = hull(0.1 * cA + 0.9 * cB)
members = list(rich_facet[0])
mu_rich = np.linalg.solve(comps[members], energies[members])
per_A_excess = EA - mu_rich @ cA
print(f"Per MX2 atom: {R_star / x_star:.4f} eV at x*,"
      f" {per_A_excess:.4f} eV with excess Q")

# Film of A on B.
volume_A, volume_B, thickness_A = 12.0, 20.0, 30.0
thickness_B = thickness_A * (1 - x_star) / x_star * volume_B / volume_A


def area_release(tA, tB):
    nA, nB = tA / volume_A, tB / volume_B
    mixture = (nA * cA + nB * cB) / (nA + nB)
    return nA * EA + nB * EB - (nA + nB) * hull(mixture)[0][0]


film_star = area_release(thickness_A, thickness_B)
film_excess = area_release(thickness_A, 20 * thickness_B)
assert abs(film_star - thickness_A / volume_A * R_star / x_star) < 1e-6
assert abs(film_excess - thickness_A / volume_A * per_A_excess) < 1e-6
assert film_excess > film_star
print(f"Volume per atom: MX2 {volume_A:.1f}, Q {volume_B:.1f} angstrom^3")
print(f"MX2 film {thickness_A:.1f} angstrom; Q consumed at x*"
      f" {thickness_B:.2f} angstrom")
print(f"Release per area: {film_star:.4f} at x*, {film_excess:.4f}"
      " with excess Q (eV/angstrom^2)")

# ---------------- random ternary systems ----------------
rng = np.random.default_rng(7)
systems, interior, absent_formed = 40, 0, 0
coarse = np.linspace(0, 1, 201)
step = coarse[1]
largest_gap = 0.0
for _ in range(systems):
    c = np.vstack((np.eye(3), rng.dirichlet(np.ones(3), 12)))
    mixing = c[:, 0] * c[:, 1] + c[:, 1] * c[:, 2] + c[:, 0] * c[:, 2]
    e = -3 * mixing + 0.05 * rng.standard_normal(len(c))
    e[:3] = 0.0
    a, b = 3, 4
    random_hull = make_hull(c, e)
    R_lp, x_lp, n_lp = joint_optimum(c, e, c[a], e[a], c[b], e[b])
    R_mu, _ = potential_minimax(c, e, c[a], e[a], c[b], e[b])
    ends = e[[a, b]] - random_hull(c[[a, b]])[0]
    R_cross = max(best_pair_crossing(c, e, c[a], e[a], c[b], e[b])[0],
                  ends.max())
    points = coarse[:, None] * c[a] + (1 - coarse[:, None]) * c[b]
    R_grid = (coarse * e[a] + (1 - coarse) * e[b]
              - random_hull(points)[0]).max()
    largest_gap = max(largest_gap, abs(R_lp - R_mu), abs(R_lp - R_cross))
    # A concave non-negative R loses at most a fraction 2*step on the grid.
    assert R_lp * (1 - 2 * step) - 1e-6 <= R_grid <= R_lp + 1e-6
    if R_lp > 1e-3:
        # No reactant is both supplied and present among the products.
        assert min(n_lp[a], x_lp) < 1e-6
        assert min(n_lp[b], 1 - x_lp) < 1e-6
        interior += 1e-3 < x_lp < 1 - 1e-3
        # At an endpoint the absent reactant can form by decomposition.
        absent_formed += n_lp[a] > 1e-6 or n_lp[b] > 1e-6
assert largest_gap < 1e-6   # solver feasibility tolerance is 1e-7
assert interior >= 5
assert absent_formed >= 1
print(f"Random systems: {systems}, with interior optimum: {interior}")
print(f"Endpoint optima at which the absent reactant forms: {absent_formed}")
print(f"Largest disagreement of methods below 1e-6 eV/atom: "
      f"{largest_gap < 1e-6}")
print("success")
```

Output:

```
Formation energies: eV per formula unit, eV per atom
  MX2      -9.00   -3.0000
  QX2      -8.40   -2.8000
  MQ       -1.30   -0.6500
  MQ2      -1.50   -0.5000
  MQX4    -18.00   -3.0000
Kinks: atom fraction x of MX2, release R (eV/atom), reaction
  0.5000 0.1500 MX2 + 3.000 Q -> 1.000 QX2 + 1.000 MQ2
  0.6667 0.1667 MX2 + 1.500 Q -> 0.500 MQ2 + 0.500 MQX4
  0.7500 0.1625 MX2 + 1.000 Q -> 0.500 MQ + 0.500 MQX4
Largest release R*: 0.1667 eV/atom
Largest release R*: 0.006125 hartree/atom
Optimal atom fraction x* of MX2: 0.6667
Facet left: QX2, MQ2, MQX4; slope of R 0.1000 eV/atom
  mu_M, mu_Q, mu_X (eV): -1.3000, -0.1000, -4.1500
Facet right: MQ, MQ2, MQX4; slope of R -0.0500 eV/atom
  mu_M, mu_Q, mu_X (eV): -1.1000, -0.2000, -4.1750
Weight of left facet: 0.3333
Optimal mu_M, mu_Q, mu_X (eV): -1.1667, -0.1667, -4.1667
Without MQX4: R* 0.1500 eV/atom at x 0.5000
Contact MQX4 | MQ2: R* 0.0000 eV/atom
MX2 raised by 0.10 eV/atom: R* 0.2375 eV/atom at x 0.7500
  own relaxation 0.0750, mutual reaction 0.1625 eV/atom
Raise beyond which the optimum is x = 1: 0.6500 eV/atom
Per reactant formula unit: 0.3250 eV at x 0.7500
Per MX2 atom: 0.2500 eV at x*, 0.3000 eV with excess Q
Volume per atom: MX2 12.0, Q 20.0 angstrom^3
MX2 film 30.0 angstrom; Q consumed at x* 25.00 angstrom
Release per area: 0.6250 at x*, 0.7500 with excess Q (eV/angstrom^2)
Random systems: 40, with interior optimum: 27
Endpoint optima at which the absent reactant forms: 1
Largest disagreement of methods below 1e-6 eV/atom: True
success
```
